\section*{Gillespie Settings and Binomial Occupancy of Independent Adsorption Sites}

\section{Definitions and conventions}

A surface under extreme-ultraviolet light is represented by $N$ adsorption sites. Site $i$ has occupation $n_i=0$ when empty and $n_i=1$ when it holds one hydrocarbon molecule. The total occupancy is $n=\sum_i n_i$. Three events can occur:
\begin{itemize}
\item arrival at an empty site, at rate $a$;
\item desorption from a full site, at rate $d$;
\item cracking of an adsorbed molecule by the light, at rate $c$. The carbon stays on the surface and the site is free again at once.
\end{itemize}
The loss rate of a full site is $l=d+c$, and $k=a+l$. All rates are constant, equal for all sites, and independent of the other sites. Fresh carbon is assumed to offer the same sites as the surface it covers, so ``steady'' refers to the occupancy and not to the carbon thickness.

Electronic-structure programs can supply the binding energy $E$ for such a model. The settings discussed here belong to the event simulation that follows: the number of sites, the run length and the rule for averaging. The algebra uses atomic units, $\hbar=m_e=e=1$, with $k_BT$ an energy. Numbers are mostly in nm, eV, Torr, K and s; other units are stated where they occur.

\section{The rates supplied to the simulation}

An ideal gas at pressure $P$ has number density $P/(k_BT)$. Molecules of mass $m$ strike the surface if their normal velocity $u$ points towards it. The Maxwell distribution gives the flux
\begin{align}
F&=\frac{P}{k_BT}\int_0^\infty u\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mu^2/(2k_BT)}\,du\notag\\
&=\frac{P}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=\frac{P}{\sqrt{2\pi mk_BT}} .
\end{align}
For site area $A$ and sticking probability one, $a=FA$. A smaller sticking probability multiplies $a$; by detailed balance it multiplies the desorption rate at fixed binding energy as well, so the coverage without light is unchanged.

Desorption is taken as thermally activated with prefactor $\nu$. Light of intensity $I$ and angular frequency $\omega$ carries $I/\omega$ photons per area and time, and $\sigma$ is the effective cracking cross-section. Hence
\begin{equation}
d=\nu e^{-E/(k_BT)},\qquad c=\frac{\sigma I}{\omega}.
\end{equation}

\section{The occupancy law}

Let $p$ be the probability that one site is full. It gains from the empty state and loses from the full state:
\begin{equation}
\dot p=a(1-p)-lp=a-kp .
\end{equation}
Setting $\dot p=0$ gives the steady value, and the deviation from it decays at rate $k$:
\begin{equation}
\theta=\frac{a}{a+d+c},\qquad p(t)=\theta+[p(0)-\theta]e^{-kt}.
\end{equation}

For many sites, a configuration with $n$ full sites has $N-n$ places for an arrival and $n$ molecules to lose. Its total upward and downward rates therefore depend on $n$ alone. Let $p_n$ be the probability of occupancy $n$. The net probability flow from $n$ to $n+1$ is
\begin{equation}
J_n=a(N-n)p_n-l(n+1)p_{n+1},\qquad \dot p_n=J_{n-1}-J_n .
\end{equation}
In the steady state all $J_n$ are equal. No flow enters from below $n=0$, so their common value is zero, and
\begin{equation}
\frac{p_{n+1}}{p_n}=\frac{a}{l}\,\frac{N-n}{n+1}
\quad\Rightarrow\quad
p_n=p_0\binom{N}{n}\left(\frac al\right)^n .
\end{equation}
The sum over $n$ is $p_0(1+a/l)^N=1$. Since $1+a/l=k/l=1/(1-\theta)$ and $a/l=\theta/(1-\theta)$,
\begin{equation}
p_n=\binom Nn\theta^n(1-\theta)^{N-n}.
\end{equation}
This is the law of a sum of $N$ independent variables, each equal to one with probability $\theta$. Because $n_i^2=n_i$, each has variance $\theta-\theta^2$. Variances of independent variables add, so
\begin{equation}
\langle n\rangle=N\theta,\qquad
\operatorname{Var}n=Nv,\qquad v=\theta(1-\theta).
\end{equation}

Cracking changes the variance through $\theta$; it adds no separate noise term to the occupancy. For $\theta\ll1$ the variance approaches the Poisson value $N\theta$. Near full coverage it approaches $N(1-\theta)$, the mean number of vacancies. From an empty start the sites stay independent and identical, so the law is binomial at every time with $p(t)$ in place of $\theta$.

The cracking rate per site is $c\theta=ac/(a+d+c)$. For $c\gg a+d$ it tends to $a$: nearly every arriving molecule is cracked, and more light brings little more carbon. For $c\ll a+d$ it tends to $ca/(a+d)$ and is proportional to intensity.

\section{What one Gillespie event does}

At occupancy $n$ the total event rate is
\begin{equation}
R(n)=a(N-n)+ln .
\end{equation}
The probability $S(t)$ that nothing has happened by time $t$ obeys $\dot S=-RS$, so $S=e^{-Rt}$. Equating $S$ to a random number $u$, uniform between zero and one, gives the waiting time. One event then consists of these steps:
\begin{enumerate}
\item Draw $t=-\ln u/R(n)$. Add $t$ to the time spent at occupancy $n$.
\item Choose arrival, desorption or cracking with probabilities $a(N-n)/R$, $dn/R$ and $cn/R$.
\item Choose a site uniformly among the empty ones for an arrival, or among the full ones for a loss, and update it.
\end{enumerate}
A run may be cut at a fixed time. Since $S(s+t)/S(s)=e^{-Rt}$, the remaining wait has the same distribution as a fresh one. The part of the wait before the cut is credited to the current state, and a new wait is drawn after it.

\section{The averaging setting: weight by time}

The steady average is an average over time. If the program instead records $n$ once per event, state $n$ appears with weight $p_nR(n)$, because that is the number of departures from $n$ per unit time. To find the resulting shift, write $R(n)=aN+(l-a)n$. Its mean is
\begin{equation}
\langle R\rangle=N[a(1-\theta)+l\theta]=2Nl\theta,
\end{equation}
where the steady balance $a(1-\theta)=l\theta$ was used. The event average differs from the time average by
\begin{align}
\frac{\langle nR\rangle}{\langle R\rangle}-\langle n\rangle
&=\frac{(l-a)\operatorname{Var}n}{\langle R\rangle}
=\frac{(l-a)N\theta(1-\theta)}{2Nl\theta}\notag\\
&=\frac{1-\theta}{2}\left(1-\frac{\theta}{1-\theta}\right)
=\frac12-\theta .
\end{align}
The shift does not grow with $N$. For one site it changes the average from $\theta$ to $1/2$, as it must when empty and full states alternate. For large $N$ it is small relative to the mean, but a longer run does not remove it.

\section{Choosing run length and number of sites}

Successive values of $n$ are correlated, so the number of events is not the number of independent samples. Define $x_i=n_i-\theta$. From $n_i^2=n_i$,
\begin{equation}
x_i^2=(1-2\theta)n_i+\theta^2=v+(1-2\theta)x_i .
\end{equation}
The squared deviation of the total is therefore
\begin{equation}
(n-N\theta)^2=Nv+(1-2\theta)\sum_i x_i+2\sum_{i<j}x_ix_j .
\end{equation}
The conditional mean of $x_i$ decays as $e^{-k\tau}$, so $\langle x_i(0)x_i(\tau)\rangle=ve^{-k\tau}$. A pair of independent sites gives $v^2e^{-2k\tau}$. Covariances between the single and pair sums vanish, since each contains an unpaired factor of zero mean. With $N(N-1)/2$ pairs and a factor $2^2$, the autocovariance of the squared deviation is
\begin{equation}
C(\tau)=(1-2\theta)^2Nve^{-k\tau}+2N(N-1)v^2e^{-2k\tau}.
\end{equation}
For a run of length $T\gg1/k$, the squared standard error of a time average is $(2/T)\int_0^\infty C\,d\tau$. For the variance this gives
\begin{equation}
s_{\rm var}^2=\frac{2}{kT}\left[(1-2\theta)^2Nv+N(N-1)v^2\right].
\end{equation}
The same rule applied to $n$, with autocovariance $Nve^{-k\tau}$, gives $s_{\rm mean}^2=2Nv/(kT)$. Using the measured mean instead of $N\theta$ lowers the expected variance estimate by $s_{\rm mean}^2$, a relative bias of $2/(kT)$.

The relative error $r=s_{\rm var}/(Nv)$ satisfies
\begin{equation}
r^2=\frac{2}{kT}\left[\frac{(1-2\theta)^2}{Nv}+1-\frac1N\right].
\end{equation}
When $N$ and $Nv$ are both large, $r\simeq\sqrt{2/(kT)}$. More sites then do not improve the relative error at fixed $T$, but they cost more events. The expected event number is $M=\langle R\rangle T=2Nl\theta T=2Nv\,kT$, because $l=k(1-\theta)$. Thus
\begin{equation}
r^2M=4\left[(1-2\theta)^2+(N-1)v\right].
\end{equation}
To verify the variance cheaply, use a moderate $N$ and a long run. One site is too few, since it cannot reveal correlations between sites. At low coverage the first term in the bracket of $r^2$, $(1-2\theta)^2/(Nv)$, is about $1/(N\theta)$; if $N\theta$ is small, the run must be lengthened accordingly.

\section{Worked example: an accelerated contamination test}

The example is a multilayer-coated silicon witness sample at 300~K, exposed to light of 13.5~nm wavelength and a decane-like vapour of molar mass 142~g/mol. The rough inputs are $P=2\times10^{-7}$~Torr, $A=0.5$~nm$^2$, $E=0.82$~eV, $\nu=10^{13}$~s$^{-1}$, $\sigma=10^{-3}$~nm$^2$ and a mean intensity of 1~mW/mm$^2$. The gas flux is 0.340 and the photon flux 68.0, both in nm$^{-2}$s$^{-1}$. With $k_BT=0.025852$~eV, where the last digit matters because $d$ depends on it exponentially,
\begin{align}
a&=0.340\times0.5=0.170\ {\rm s^{-1}},\notag\\
d&=10^{13}e^{-0.82/0.025852}=0.168\ {\rm s^{-1}},\notag\\
c&=10^{-3}\times68.0=0.068\ {\rm s^{-1}}.
\end{align}
Thus $k=0.406$~s$^{-1}$, the relaxation time is 2.46~s, and $\theta=0.170/0.406=0.419$. Without cracking, the other rates held fixed, $\theta$ would be 0.503. For $N=100$ the predicted mean is 41.9 and the variance is $100\times0.419\times0.581=24.3$, a standard deviation of 4.9 molecules.

A site-resolved Gillespie run started empty. The first 30 relaxation times were discarded, and 60 blocks of 500 relaxation times were kept, so $kT=30\,000$. The results, with standard errors from the formulas above, were
\begin{align}
\text{mean}&=41.90\pm0.04 &&(\text{predicted }41.91),\notag\\
\text{variance}&=24.35\pm0.20 &&(\text{predicted }24.35).
\end{align}
The scatter of the block variances gives an error of 0.21, in agreement with the formula. A Poisson variance of 41.9 is excluded. Event averaging would shift the mean by $0.5-0.419=0.081$, about twice the standard error of the mean.

The desorption rate deserves more care than the sampling. The pair $E=0.82$~eV, $\nu=10^{13}$~s$^{-1}$ is illustrative: it makes $d$ comparable with $a$. A factor of ten in $\nu$ acts like $k_BT\ln10=0.06$~eV in $E$ and would lower $\theta$ to 0.09. A long chain bound to a site gives up its free translation and rotation, so its prefactor is much larger. Detailed balance gives $\nu=(k_BT/2\pi)(A/\Lambda^2)\,q_{\rm rot}/q_{\rm vib}$, where $\Lambda$ is the thermal wavelength, $q_{\rm rot}$ the rotational partition function in the gas and $q_{\rm vib}$ that of the six soft modes on the surface. For decane $A/\Lambda^2\simeq7000$ and $q_{\rm rot}\simeq6\times10^5$, the latter for the rigid all-trans chain. Six modes all at 20 or all at 80~cm$^{-1}$ give about $2\times10^{16}$ and $3\times10^{19}$~s$^{-1}$ with $E$ counted from the zero-point level; the upper value is $9\times10^{19}$~s$^{-1}$ with $E$ counted from the well bottom. The estimate assumes sticking probability one and a molecule fixed at its site. If the adsorbed chain also stays all-trans, the conformers of the gas raise $\nu$ further, by a factor of roughly 50 in a simple rotational-isomer count. With $\nu=10^{18}$~s$^{-1}$ the same $d$ needs $E\simeq1.12$~eV, so a computed $E$ should not be paired with $10^{13}$~s$^{-1}$ by default. The dependence on $E$ itself is also steep. At fixed $a$ and $c$,
\begin{equation}
\frac{\partial\theta}{\partial E}=-\frac{a}{k^2}\frac{\partial d}{\partial E}
=\frac{\theta d}{k\,k_BT}
=\frac{0.419\times0.168}{0.406\times0.02585}\simeq6.7\ {\rm eV^{-1}} .
\end{equation}
To first order, an error of 0.01~eV moves the coverage by 0.07 and the mean by 7 molecules. The variance moves by $N(1-2\theta)\,\delta\theta\simeq1$ at this order, because $v$ is nearly flat close to half coverage; the full changes are $+0.6$ for $+0.01$~eV and $-1.6$ for $-0.01$~eV. Raising $E$ by 0.025~eV carries the coverage past one half, to 0.56, and changes the variance by only 0.25. Agreement of the variance alone is therefore a much weaker check on $E$ here than agreement of the mean.

\section{When the binomial value fails}

\paragraph{Unequal sites.} If site $i$ has a fixed occupancy $\theta_i$ and the mean over sites is $\bar\theta$, independence gives
\begin{equation}
\operatorname{Var}n=\sum_i\theta_i(1-\theta_i)
=N\bar\theta(1-\bar\theta)-\sum_i(\theta_i-\bar\theta)^2 .
\end{equation}
One hundred binding energies placed at equally spaced quantiles of a Gaussian of standard deviation 0.05~eV give $\bar\theta=0.396$ and variance 19.1. Equal sites at that coverage would give 23.9, so the spread lowers the variance by 20\%.

\paragraph{Interacting neighbours.} Suppose each occupied neighbour raises the desorption barrier by 0.02~eV. The master equation for all configurations of a periodic $4\times4$ patch, iterated numerically to its steady state, gives coverage 0.64 and a variance 1.26 times the binomial value at that coverage. A $3\times4$ patch gives 1.27. Lowering the barrier by the same amount on the $3\times4$ patch gives coverage 0.28 and a factor 0.64. These are small-patch estimates for an assumed interaction.

\paragraph{Shared pressure drift.} A pressure that wanders slowly compared with $1/k$ moves all sites together. Since $a\,\partial\theta/\partial a=al/k^2=v$, a relative standard deviation $\epsilon$ adds $N^2v^2\epsilon^2$ to the variance at leading order. This equals $Nv$ at
\begin{equation}
N=\frac1{v\epsilon^2}.
\end{equation}
For $\epsilon=1\%$ this is about 41\,000 sites, a square of side 143~nm. On larger areas, a record that spans the drift has more pressure noise than binomial noise. For a pressure switching between two levels with correlation decay rate $\gamma$, the added term is reduced by $k/(k+\gamma)$, so $\gamma=0.1k$ moves the crossover to about 45\,000 sites.

\paragraph{Blocking residue.} Let cracking leave a residue that blocks the site for a mean time $\tau_b$. In the steady state the blocked probability is $c\tau_b$ times the full probability $\theta_b$, and the empty probability is $(l/a)\theta_b$. Their sum is one, hence
\begin{equation}
\theta_b=\frac{a}{a+l+ac\tau_b}.
\end{equation}
For $\tau_b=5$~s this is 0.367. The count of intact molecules is still binomial, with $\theta_b$ in place of $\theta$, because the sites remain independent.

\paragraph{Heating.} With 35\% of a uniform beam absorbed, a 0.7~mm wafer of conductivity 150~W/(m\,K) and a rough contact conductance of 300~W/(m$^2$\,K), the surface warms by
\begin{equation}
350\left(\frac{7\times10^{-4}}{150}+\frac1{300}\right)\simeq1.2\ {\rm K},
\end{equation}
nearly all of it at the contact. The coverage falls from 0.419 to 0.398 for the illustrative pair $E=0.82$~eV, $\nu=10^{13}$~s$^{-1}$. The pair $E\simeq1.12$~eV, $\nu=10^{18}$~s$^{-1}$, with the same $d$ at 300~K, gives 0.390.

\paragraph{The real surface.} The chosen pressure belongs to a deliberately contaminated test, not to clean operation. At $10^{-9}$~Torr, all else fixed, $a$ is 200 times smaller and $\theta\simeq0.00085/0.237=0.0036$, so the variance is within 0.4\% of the Poisson value. Real surfaces also change as carbon grows. If all ten carbon atoms of each cracked molecule stay, at a density of 100~atoms/nm$^3$, the growth rate for the assumed $\sigma$ and $d$, which are not fitted to a measured rate, is
\begin{equation}
\frac{10\,c\theta}{A\times100}=\frac{10\times0.068\times0.419}{0.5\times100}\simeq0.0057\ {\rm nm/s}.
\end{equation}
A layer of 0.3~nm takes 53~s, about 21 relaxation times. The occupancy therefore settles before a full layer has grown, though not on an unchanged surface: from an empty start, 14\% of the sites have hosted a cracking event after three relaxation times, when the occupancy is at 95\% of $\theta$. The simulated 74\,000~s would correspond to roughly 420~nm of carbon. The long run is a way to collect statistics for a fixed surface, not a forecast of one exposure. A measurement would need many patches observed over a short time. A binding-energy spread as large as the one above lowers the variance by about a fifth only for a fixed set of site energies, as in one patch followed in time. If every site of every patch draws its energy independently, every site is full with probability $\bar\theta$, and the variance across patches is the binomial value $N\bar\theta(1-\bar\theta)$. Energies correlated within a patch raise it instead: for $N=100$, a correlation of 0.01 between site energies gives about 1.2 times the binomial value, and 0.1 about 2.9 times.
